\section*{Why a weak spring still passes the full thermal conductance quantum}

\section{Definitions and conventions}

Two semi-infinite chains have equal atomic masses $m$ and equal nearest-neighbour springs $k$. Atoms $n\le 0$ form the left chain and atoms $n\ge 1$ the right one. A spring $k_c>0$ joins atoms $0$ and $1$. Motion is along the axis, all springs are harmonic, and nothing is tied to the ground. Distant reservoirs absorb outgoing phonons without reflection and send in thermal ones.

Displacements $u_n$ vary as $e^{-i\omega t}$. In the bulk,
\begin{equation}
-m\omega^2u_n=k(u_{n+1}+u_{n-1}-2u_n).
\end{equation}
Inserting $u_n=e^{iqn}$ gives $m\omega^2=2k(1-\cos q)=4k\sin^2(q/2)$, so
\begin{equation}
\omega=\omega_m\sin(q/2),\qquad \omega_m=2\sqrt{k/m},\qquad 0<q<\pi .
\end{equation}
Further symbols are $x=\omega/\omega_m$, the impedance $Z=\sqrt{km}$ and
\begin{equation}
\varepsilon=\frac{k}{k_c}-1 .
\end{equation}
Since $1/k_c=1/k+\varepsilon/k$, a weak joint has the compliance of one ordinary bond plus $\varepsilon$ more in series.

The conductance $G$ is the heat current between the reservoirs divided by their small temperature difference. Its single-channel quantum is $G_0=\pi^2k_B^2T/(3h)$. Both $G$ and $G_0$ vanish as $T\to0$; the statement explained here is that $G/G_0\to1$ for every fixed $k_c>0$.

\section{Why the weak spring acts as a rigid link}

Let a wave of unit amplitude arrive from the left:
\begin{equation}
u_n=e^{iqn}+re^{-iqn}\ (n\le0),\qquad u_n=te^{iqn}\ (n\ge1).
\end{equation}
Extend the left expression to site 1 and call the value $u_1^L=e^{iq}+re^{-iq}$. Extend the right expression to site 0 and call it $u_0^R=t$. Each extension obeys the bulk equation at the end atom. Subtracting this from the true equation, in which $k_c$ replaces one bond, leaves
\begin{equation}
k(u_1^L-u_0)=k_c(u_1-u_0)=k(u_1-u_0^R).
\label{match}
\end{equation}
The right-hand equality contains the mechanism. Because $u_1-u_0^R=t(e^{iq}-1)$ has modulus $2|t|\sin(q/2)$, and $|u_1|=|t|$,
\begin{equation}
\frac{|u_1-u_0|}{|u_1|}=\frac{2k\sin(q/2)}{k_c}
=\frac{k}{k_c}\,\omega\sqrt{\frac mk}=\frac{\omega Z}{k_c}.
\label{stretch}
\end{equation}
The force needed to drive the second chain has magnitude $\omega Z|u_1|$, so at given amplitude it is proportional to $\omega$. For long waves it is simply $Z$ times the velocity. A slow wave needs so little force that even a soft spring hardly stretches while transmitting it. The two end atoms then move together, and a wave meeting an identical chain has no reason to reflect.

To find the transmission, equate the outer members of \eqref{match}:
\begin{equation}
(e^{iq}-1)+r(e^{-iq}-1)=t(e^{iq}-1).
\end{equation}
Using $e^{-iq}-1=-e^{-iq}(e^{iq}-1)$ and dividing by $e^{iq}-1$ gives $1-re^{-iq}=t$, or $r=(1-t)e^{iq}$. With $u_0=1+r$, the second equality in \eqref{match} becomes
\begin{equation}
kt(e^{iq}-1)=k_c(te^{iq}-1-r)=k_c(2te^{iq}-1-e^{iq}).
\end{equation}
Multiply by $e^{-iq/2}$ and divide by 2:
\begin{equation}
ikt\sin\frac q2=k_c\left(te^{iq/2}-\cos\frac q2\right).
\end{equation}
Collecting $t$ and writing $e^{iq/2}=\cos(q/2)+i\sin(q/2)$,
\begin{equation}
t=\frac{k_c\cos(q/2)}{k_c\cos(q/2)-i(k-k_c)\sin(q/2)}
=\frac{1}{1-i\varepsilon\tan(q/2)} .
\end{equation}
The chains are identical, so the transmitted fraction of the energy is $|t|^2$. With $\tan^2(q/2)=x^2/(1-x^2)$,
\begin{equation}
\mathcal T=\frac{1}{1+\varepsilon^2\tan^2(q/2)}
=\frac{1-x^2}{1+(\varepsilon^2-1)x^2}.
\label{trans}
\end{equation}
Thus $\mathcal T\to1$ as $\omega\to0$ for any nonzero $k_c$. Setting $\mathcal T=1/2$ gives $1-x^2=\varepsilon^2x^2$, so the half-transmission frequency is
\begin{equation}
\omega_c=\frac{\omega_m}{\sqrt{1+\varepsilon^2}}
\simeq\frac{\omega_mk_c}{k}=\frac{2k_c}{Z}\qquad(k_c\ll k).
\end{equation}
For $k_c<k$, weakening the spring further narrows the transparent window but does not lower the transmission at zero frequency.

As a test, Newton's equations were integrated for a wave packet centred at $q=0.3$ with $k_c=0.1k$. A share $0.3505$ of its energy crossed the joint; \eqref{trans} at the central $q$ gives $0.3509$.

\section{From transmission to heat}

Phonons of wave number $q$ arrive at a rate set by the group velocity $d\omega/dq$, which cancels the density of states:
$(dq/2\pi)(d\omega/dq)=d\omega/2\pi$. Subtracting the opposing currents and linearizing in the temperature difference gives
\begin{equation}
G=\int_0^{\omega_m}\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T\,
\frac{\partial n}{\partial T},\qquad n=\frac1{e^{\hbar\omega/k_BT}-1}.
\label{landauer}
\end{equation}
Put $y=\hbar\omega/k_BT$ and $\tau=k_BT/(\hbar\omega_m)$, so $x=\tau y$. Then
\begin{equation}
\frac{\partial n}{\partial T}=\frac yT\frac{e^y}{(e^y-1)^2},\qquad
\hbar\omega\,d\omega=\frac{(k_BT)^2}{\hbar}\,y\,dy,
\end{equation}
and
\begin{equation}
G=\frac{k_B^2T}{h}\int_0^{1/\tau}W(y)\,\mathcal T(\tau y)\,dy,\quad
W=\frac{y^2e^y}{(e^y-1)^2}=\left[\frac{y/2}{\sinh(y/2)}\right]^2 .
\end{equation}
Expanding $e^y/(e^y-1)^2=\sum_{j\ge1}je^{-jy}$ gives the two integrals needed:
\begin{align}
\int_0^\infty W\,dy&=\sum_j j\,\frac{2}{j^3}=\frac{\pi^2}{3},\\
\int_0^\infty y^2W\,dy&=\sum_j j\,\frac{24}{j^5}=\frac{4\pi^4}{15}.
\end{align}
The first shows that $\mathcal T=1$ at all thermally relevant frequencies yields $G_0$. Hence
\begin{equation}
\frac{G}{G_0}=\frac{3}{\pi^2}\int_0^{1/\tau}W(y)\,\mathcal T(\tau y)\,dy .
\end{equation}
At each fixed $y$, $\mathcal T(\tau y)\to1$ as $T\to0$. The integrand never exceeds the integrable function $W$, so the limit may be taken inside the integral, and $G/G_0\to1$.

Equation \eqref{landauer} was tested separately. Two quantum chains of 300 atoms each, fixed at their far ends and free at the ends to be joined, with $k_c=0.2$ and $T=0.3$ in units $m=k=\hbar=k_B=1$, were joined at time zero and followed through their normal modes. The response of the joint current to the left temperature, averaged over times 250 to 450, was $0.07595$, as was the prediction.

\section{How large is the shortfall?}

From \eqref{trans},
\begin{equation}
1-\mathcal T=\frac{\varepsilon^2x^2}{1+(\varepsilon^2-1)x^2}
\simeq\varepsilon^2x^2\qquad(x\to0).
\end{equation}
Multiplying the second integral by $3/\pi^2$ gives, for $\varepsilon\ne0$,
\begin{equation}
\frac{G}{G_0}\simeq1-\frac{4\pi^2}{5}\left(\frac{T}{T^*}\right)^2,\qquad
T^*=\frac{\hbar\omega_m}{k_B|\varepsilon|}.
\label{low}
\end{equation}
If $k_c\le k/2$, then $\varepsilon\ge1$ and $1-\mathcal T\le\varepsilon^2x^2$ throughout the band. Above the band $\mathcal T=0$, while $\varepsilon^2x^2>1$. The right side of \eqref{low} is then a lower bound at every temperature.

The opposite regime for a weak joint is $T^*\ll T\ll\hbar\omega_m/k_B$. Transmission is confined mainly to frequencies where $W\simeq1$ and $\mathcal T\simeq1/[1+(\omega/\omega_c)^2]$, so
\begin{equation}
G\simeq\frac{k_B}{2\pi}\int_0^\infty\frac{d\omega}{1+(\omega/\omega_c)^2}
=\frac{k_B}{2\pi}\,\frac{\pi\omega_c}{2}=\frac{k_B\omega_c}{4}.
\label{plateau}
\end{equation}
Here $G$ is proportional to $k_c$: this is where a weak spring behaves as a weak thermal link. If $k_c\to0$ at fixed $T$, $\mathcal T\to0$ at every nonzero frequency and $G\to0$. The order of the limits therefore matters. A weaker spring must be cooled further before the quantum is approached.

\section{Worked example: a molecular chain contact}

Take the longitudinal channel of a long, free, polyethylene-like chain interrupted by one van der Waals end-to-end joint. Rough parameters are $m=14$~u, $k=350$~N/m, repeat length $a=0.127$~nm and $k_c=1$~N/m. The backbone is treated as a straight chain. A real one is a zigzag, whose longitudinal acoustic band ends well below the $\omega_m$ found here. The scales $\omega_c\simeq2k_c/Z$ and $T^*\simeq2\hbar k_c/(k_BZ)$ depend only on $k_c$ and the long-wave impedance, so the low-temperature results are little affected as long as the joint force acts along the chain axis: in a planar zigzag with bond and angle springs and the same mass and long-wave stiffness, the loss at $0.1$~K rises only from $0.27\%$ to about $0.32\%$. A tilted joint is different, because it also drives bending waves. The sideways compliance of a free end grows as $\omega^{-3/2}$, faster than the longitudinal $1/(\omega Z)$, and has real and imaginary parts of equal size, so the transmission through a single tilted central spring tends to one half as $\omega\to0$. In the same zigzag a tilt of $5^\circ$ costs about $15\%$ of $G_0$ at $0.1$~K and about $25\%$ at $0.03$~K. The numbers below are for the straight chain with an axial joint. Then
\begin{align}
\varepsilon&=350/1-1=349,\qquad \omega_m=2.454\times10^{14}\ \mathrm{rad/s},\\
\omega_c&=\omega_m/\sqrt{1+349^2}=7.03\times10^{11}\ \mathrm{rad/s},\\
T^*&=1874\ \mathrm K/349=5.37\ \mathrm K .
\end{align}
At $0.1$~K, \eqref{low} gives
$1-7.896\,(0.1/5.37)^2=0.9973$, in agreement with the full integral:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $G_0$ (pW/K) & $G$ (pW/K) & $G/G_0$\\
0.1 & 0.0946 & 0.0944 & 0.997\\
0.3 & 0.284 & 0.278 & 0.977\\
1 & 0.946 & 0.794 & 0.839\\
3 & 2.84 & 1.50 & 0.528\\
10 & 9.46 & 2.06 & 0.218\\
30 & 28.4 & 2.29 & 0.081
\end{tabular}
\end{center}

The joint is 350 times softer than a chain bond, yet costs $0.3\%$ of the conductance at $0.1$~K. Its added compliance equals that of $\varepsilon a=44$~nm of chain, whereas the thermal wavelength $hv/(k_BT)$, with sound speed $v=a\omega_m/2=15.6$~km/s, is $7.5\ \mu$m.

The ratio reaches $0.99$ at $0.195$~K, far below $T^*$. Two factors set this. By \eqref{low}, a loss of $0.01$ requires $T/T^*\simeq\sqrt{0.01/7.9}=0.036$. The small loss allowed accounts for a factor $\sqrt{0.01}=0.1$. The coefficient $4\pi^2/5\simeq7.9$ lowers the temperature by a further factor of $2.8$; it is the mean of $y^2$ under the weight $W$, and is large because much of the heat travels at frequencies above $k_BT/\hbar$. At 30~K, $G$ is about $5\%$ below the plateau value $2.43$~pW/K from \eqref{plateau}.

A reservoir-to-reservoir resistance $1/G$ grows at low temperature even without a weak joint. The part added by the joint is, to leading order,
\begin{equation}
\frac1G-\frac1{G_0}\simeq\frac{1}{G_0}\,\frac{4\pi^2}{5}
\left(\frac T{T^*}\right)^2\propto T .
\end{equation}
At $0.1$~K it is about $0.03$~K/pW, beside $1/G_0\simeq10.6$~K/pW.

\section{When the limit fails}

Suppose a spring $\kappa$ ties an end atom at the joint to the ground. For $\omega\ll k_c/Z$ and $\kappa\ll k_c$ the joint is nearly rigid, and both end atoms have displacement $t=1+r$. Allow impedances $Z_1$ and $Z_2$. The left chain exerts the force $-i\omega Z_1(1-r)$ on the joint and the right chain $+i\omega Z_2t$. Balance with the ground force $-\kappa t$, using $1-r=2-t$, gives
\begin{equation}
-i\omega Z_1(2-t)+i\omega Z_2t-\kappa t=0,\quad
t=\frac{2Z_1}{Z_1+Z_2+i\kappa/\omega}.
\end{equation}
The transmitted energy fraction is $(Z_2/Z_1)|t|^2$. Two cases follow:
\begin{align}
Z_1=Z_2=Z:&\quad \mathcal T\simeq\frac{1}{1+(\kappa/2\omega Z)^2}\to0,\\
\kappa=0:&\quad \mathcal T\to\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.
\end{align}
Grounding removes the effect because the joint can no longer move freely with a long wave. Unequal impedances leave a finite reflection; a ratio of two gives $8/9$. If every atom has a side spring $\kappa_s$, the dispersion becomes $m\omega^2=\kappa_s+4k\sin^2(q/2)$. No propagating phonons exist below $\sqrt{\kappa_s/m}$, and $G/G_0\to0$.

\section{Real contacts and what to do}

The parameters are of the size expected for a hydrocarbon backbone and a van der Waals contact, but the geometry is idealized. A molecule a few nanometres long between solids is far shorter than the $7.5\ \mu$m thermal wavelength at $0.1$~K, so it cannot serve as the two leads assumed here. Contact with a substrate is also severe: a side spring of $4\times10^{-6}$~N/m per atom opens a gap equal to $k_B\times0.1$~K, and a single ground spring of about $0.075$~N/m at the joint halves transmission at $\hbar\omega=k_B\times0.1$~K. Two bending channels and one twisting channel could add at most $0.284$~pW/K at that temperature; their actual transmission is not computed, and a central pair force at its minimum gives the joint no lateral stiffness in the harmonic approximation.

The harmonic joint is itself approximate. In the straight-chain model the root-mean-square zero-point fluctuation of its length is $0.0115$~nm; a planar zigzag with the same mass and long-wave stiffness gives a slightly larger value, about $0.012$~nm. For a 12--6 pair potential with minimum at $r_0$, the second and third derivatives there are in the ratio $72/r_0^2:-1512/r_0^3$. With $r_0=0.4$~nm the first-order stiffness change over that stretch is $21\times0.0115/0.4\simeq60\%$. Heat adds to the stretch: in the harmonic model it reaches about $0.022$~nm at 30~K, where the same estimate exceeds $100\%$. The warmer rows of the table and the plateau therefore illustrate the harmonic model and are not predictions for a real van der Waals contact. Halving $k_c$, with all else fixed, lowers $G/G_0$ at $0.1$~K from $0.997$ to $0.989$. This gauges sensitivity to stiffness, not inelastic scattering, which is left out. That the limit survives anharmonicity is plausible if the joint keeps a nonzero effective stiffness and remains free to translate, but it is not shown here.

Within the model, the remedy depends on temperature. For $T^*\ll T\ll\hbar\omega_m/k_B$, stiffen the joint, since $G$ grows in proportion to $k_c$ while $k_c\ll k$. Well below $T^*$, stiffening gains little: match the impedances and remove ground contacts instead. For $k_c\le k/2$, a fractional loss no larger than $\delta$ is ensured by
\begin{equation}
T\le T^*\sqrt{\frac{5\delta}{4\pi^2}} ,
\end{equation}
provided the leads are long, matched and free and the joint force acts along the chain axis, so that it does not drive bending waves. For $\delta=0.01$ this gives $0.19$~K in the example. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
TESTS WITH NUMBERS (reduced units m = k = hbar = kB = 1)
packet q=0.3, kc=0.1: transmitted share 0.3505, formula 0.3509
joined chains kc=0.2, T=0.3: G dynamics 0.07595, formula 0.07595
unequal chains, Z ratio 2: low-frequency transmission 0.8889
EXAMPLE INPUTS (rough)
mass 14 u, chain spring 350 N/m, joint spring 1.0 N/m
repeat length 0.127 nm, joint distance 0.4 nm
DERIVED SCALES
extra bonds eps = 349, equivalent extra length 44.3 nm
omega_max = 2.4540e+14 rad/s, hbar omega_max/kB = 1874 K
impedance Z = 2.852e-12 kg/s, sound speed = 15.58 km/s
half-transmission omega_c = 7.032e+11 rad/s, T* = 5.371 K
low-temperature coefficient 4 pi^2/5 = 7.8957
plateau kB omega_c/4 = 2.427 pW/K
T (K) | trans. at hbar w = kB T | G0 (pW/K) | G (pW/K) | G/G0 | two-term law
  0.1 | 0.9997 | 0.0946 | 0.0944 | 0.9973 | 0.9973
  0.3 | 0.9969 | 0.2839 | 0.2775 | 0.9772 | 0.9754
  1.0 | 0.9665 | 0.9464 | 0.7936 | 0.8385 | 0.7263
  3.0 | 0.7622 | 2.8393 | 1.4982 | 0.5277 | not usable
 10.0 | 0.2239 | 9.4643 | 2.0639 | 0.2181 | not usable
 30.0 | 0.0310 | 28.3929 | 2.2947 | 0.0808 | not usable
G/G0 = 0.99 at T = 0.195 K
G/G0 = 0.90 at T = 0.713 K
G/G0 = 0.50 at T = 3.280 K
NEGLECTED EFFECTS
Lennard-Jones well depth for this joint = 13.9 meV
zero-point rms stretch of joint = 0.0115 nm
first-order stiffness change over that stretch = 60 %
G/G0 at 0.1 K with joint half as stiff = 0.9894
side spring per atom with gap = kB*0.1 K: 3.98e-06 N/m
ground spring at joint halving transmission there: 0.075 N/m
thermal wavelength h v/(kB T) at 0.1 K = 7.48 um
bound on three other acoustic channels at 0.1 K = 0.284 pW/K
\end{verbatim}
